Inverse-square current law for copper-controlled incubation in aluminium lines

**Setting and result**

An aluminium line containing copper occupies x ≥ 0. At x = 0, where the electrons enter, a barrier stops both metals. The electron wind pushes aluminium and copper towards +x. While copper is plentiful it holds the aluminium in place. Damage can begin when copper has left a zone long enough for the wind to build up a critical stress in it.

Let j be the magnitude of the current density, ρ the resistivity, e the elementary charge, kT the thermal energy and Ω the atomic volume of aluminium. Z_Cu and Z_Al are magnitudes of effective charge numbers, D is the copper diffusivity, and tensile stress σ is positive.

**Assumptions**

A1. Copper starts at uniform concentration c₀, all of it mobile. The line is long enough to be treated as semi-infinite.

A2. Aluminium is immobile where c > θc₀ and mobile where c < θc₀, with 0 < θ < 1.

A3. Incubation ends when the stress difference across the cleared zone reaches a fixed value S. Stress relaxes quickly compared with the clearing.

A4. Temperature, ρ, D, S, θ and the charge numbers do not change with j. Copper responds linearly to the wind, and its coupling to stress is neglected.

**Theorem.** Under A1–A4 the critical length, the copper drift velocity and the incubation time are

L_c = SΩ/(Z_Al eρj),

v = D Z_Cu eρj/(kT),

t_inc = F(P,θ) L_c/v, P = vL_c/D = (Z_Cu/Z_Al) SΩ/(kT).

P does not contain j, so neither does F, and t_inc ∝ 1/j².

Simple drift across L_c would give F = 1. Back-diffusion alters this prefactor but not the exponent. The proof needs the two transport laws, the copper profile, and the fact that the cleared zone is a single growing interval.

**Lemma 1 (copper drift).** The velocity is v = D Z_Cu eρj/(kT).

*Proof.* The electric field is ρj, so the force on a copper atom is f = Z_Cu eρj. Let the hop length be a and the rate without force Γ in each direction. In time t the mean square displacement is 2Γa²t. Setting it equal to 2Dt gives D = Γa². The force changes the barrier by ∓fa/2, so

v = aΓ[exp(fa/2kT) − exp(−fa/2kT)] = 2aΓ sinh(fa/2kT).

For fa ≪ kT this becomes Γa²f/(kT) = Df/(kT). ∎

**Lemma 2 (critical length).** A zone of length L with both ends blocked settles at a stress difference Z_Al eρjL/Ω. Hence L_c = SΩ/(Z_Al eρj).

*Proof.* Tension lowers the chemical potential of an aluminium atom by Ωσ, so a stress gradient exerts the force Ω ∂σ/∂x. The aluminium flux is proportional to

Z_Al eρj + Ω ∂σ/∂x.

The barrier blocks one end and the immobile copper-rich metal blocks the other. The steady flux is therefore zero, and

∂σ/∂x = −Z_Al eρj/Ω, σ(0) − σ(L) = Z_Al eρjL/Ω.

The cathode end is in tension. Setting the difference equal to S gives L_c. ∎

To judge A3, let B be the effective modulus of the confined line and D_Al the aluminium diffusivity. The number flux of atoms is J = (D_Al/ΩkT)(Z_Al eρj + Ω ∂σ/∂x). Atoms leaving a region raise its tension, so ∂σ/∂t = BΩ ∂J/∂x. The wind force is uniform and drops out:

∂σ/∂t = κ ∂²σ/∂x², κ = D_Al BΩ/(kT).

With blocked ends the slowest deviation from the steady state varies as cos(πx/L). It decays in the time L²/(π²κ).

**Lemma 3 (copper profile).** Put ξ = vx/D, τ = v²t/D and u = c/c₀, and abbreviate

α = ξ − τ, β = ξ + τ, G = exp(−α²/4τ).

Then

u = ½ erfc(−α/2√τ) − √(τ/π) G + ½(1 + β) exp(ξ) erfc(β/2√τ).

*Proof.* The copper flux is vc − D ∂c/∂x. In reduced variables it is q = u − u_ξ, where subscripts denote derivatives. Conservation and the barrier give

u_τ = u_ξξ − u_ξ, q(0,τ) = 0, u(ξ,0) = 1.

Let m(ξ,τ) be the integral of u from 0 to ξ. Integrating the conservation law from the wall gives m_τ = −q = m_ξξ − m_ξ, with m(0,τ) = 0 and m(ξ,0) = ξ. The wall condition is now a fixed value, which an image can satisfy.

With g(y) = exp(−y²/4τ)/√(4πτ), a unit source at η spreads as g(ξ−τ−η). Add an image at −η with weight −exp(−η). At the wall the exponent of the image is

−η − (η−τ)²/4τ = −(η+τ)²/4τ,

the same as that of the source, so the two cancel. Since the initial value is m = η,

m = ∫₀^∞ η [g(α−η) − exp(−η) g(α+η)] dη.

In the first part put y = η − α:

∫_{−α}^∞ (α+y) g(y) dy = (α/2) erfc(−α/2√τ) + √(τ/π) G.

For the second, (η+β)² − (η+α)² = 4τη + 4ξτ, and therefore

−η − (η+α)²/4τ = ξ − (η+β)²/4τ.

With y = η + β the second part becomes

exp(ξ) ∫_β^∞ (y−β) g(y) dy = √(τ/π) G − (β/2) exp(ξ) erfc(β/2√τ),

because β² − α² = 4ξτ gives exp(ξ − β²/4τ) = G. On subtraction the Gaussian terms cancel:

m = (α/2) erfc(−α/2√τ) + (β/2) exp(ξ) erfc(β/2√τ).

Now u = m_ξ. Differentiating the two error functions produces

(α − β) G/(2√(πτ)) = −√(τ/π) G.

Differentiating the other factors produces the two remaining terms of u. ∎

**Lemma 4 (one growing zone).** For τ > 0, u rises with ξ and falls with τ. At fixed ξ > 0 it falls from 1 to 0.

*Proof.* For y > 0 two bounds are needed:

2y exp(−y²)/[√π(2y²+1)] < erfc(y) < exp(−y²)/(y√π).

The upper one follows from ∫_y^∞ exp(−s²) ds < ∫_y^∞ (s/y) exp(−s²) ds = exp(−y²)/(2y). For the lower one, let

d(y) = ∫_y^∞ exp(−s²) ds − y exp(−y²)/(2y²+1).

Differentiation gives d′ = −2 exp(−y²)/(2y²+1)² < 0. Since d tends to zero at infinity, d > 0.

The flux q obeys the same equation as m, with q = 0 at the wall and q = 1 initially. The same images give

q = ½ erfc(−α/2√τ) − ½ exp(ξ) erfc(β/2√τ),

q_ξ = G/√(πτ) − ½ exp(ξ) erfc(β/2√τ).

By the upper bound with y = β/2√τ, the last term is smaller than √τ G/(β√π). This does not exceed G/√(πτ), because β ≥ τ. Hence q_ξ > 0 and u_τ = −q_ξ < 0.

Next,

u_ξ = u − q = (1 + β/2) exp(ξ) erfc(β/2√τ) − √(τ/π) G.

The lower bound makes the first term larger than (2+β)β√τ G/[√π(β²+2τ)]. This is at least √(τ/π) G if 2β + β² ≥ β² + 2τ, that is, if β ≥ τ, which holds. Hence u_ξ > 0.

As τ → 0 at fixed ξ > 0, the initial value u = 1 is recovered. As τ → ∞, the first two terms of u vanish. The third is smaller than (1+β)√τ G/(β√π), which also vanishes. ∎

**Proof of the theorem.** By Lemma 4 the metal with u < θ is one interval starting at the wall, and it only grows. It reaches L_c when u(L_c,t) = θ. The reduced position of L_c is

vL_c/D = [Z_Cu eρj/(kT)] · [SΩ/(Z_Al eρj)] = (Z_Cu/Z_Al) SΩ/(kT) = P.

The equation u(P,τ*) = θ has exactly one root, which depends on P and θ alone. Therefore

t_inc = τ* D/v² = (τ*/P) L_c/v, F = τ*/P.

One factor 1/j comes from the shorter distance and the other from the faster drift. Diffusion respects the law because its own length D/v also shrinks as 1/j. ∎

**Remark 1: when simple drift suffices.** Let P be large and τ − P of order √P. The last two terms of u together are

G [½(1+β) exp(β²/4τ) erfc(β/2√τ) − √(τ/π)].

By the bounds of Lemma 4 this lies between √(τ/π) α G/(β²+2τ) and √τ G/(β√π), so it vanishes as P grows. What remains is ½ erfc[(τ*−P)/(2√τ*)] ≈ θ. Define z by ½ erfc(z/√2) = θ. Then τ* − P ≈ z√(2P), and

F ≈ 1 + z√(2/P).

For θ = 0.2 and P = 10000 this estimate is 1.0119, and the full root gives 1.0120. P compares the work done by the wind on a copper atom over L_c with kT. For a general θ, simple drift is therefore reliable only if that work is many times kT. The correction falls slowly: for θ = 0.2 the estimate still gives F ≈ 1.12 at P = 100. At smaller P, F comes near 1 only for particular values of θ.

**Example: an accelerated test**

Take an Al–0.5 wt% Cu line at 523 K with connected grain boundaries. The inputs are rough typical values: ρ = 5.0 μΩ cm, Z_Cu = 5, Z_Al = 2, S = 300 MPa, D = 1.0×10⁻¹⁰ cm²/s and θ = 0.2. Of these, D, θ and the charge numbers are the least certain.

At 1 MA/cm² the wind force on copper is 2.50 meV/μm. On aluminium it is 2/5 of this, 1.00 meV/μm. With SΩ = 31.1 meV,

L_c = 31.1/1.00 ≈ 31 μm.

Since D = 36 μm²/h and kT = 45.1 meV,

v = 36 × 2.50/45.1 ≈ 2.0 μm/h, D/v ≈ 18 μm, P = 31.08/18.03 = 1.72.

The wind does less than 2kT of work over the critical length, so diffusion matters. The root is τ* = 4.06, giving F = 4.057/1.724 = 2.35. Simple drift would take 15.6 h, while the model gives

t_inc = 2.353 × 15.57 h ≈ 37 h (1.3×10⁵ s).

At 0.5 and 2 MA/cm² the times are 147 h and 9.2 h, a factor of four for each doubling of the current. A finite-volume integration of the copper equation at these three currents, on the same 1 μm grid, agreed with the formula within 1%. Its fitted exponent was −2.000.

The threshold changes the time but not the exponent. At 1 MA/cm², F = 3.38 for θ = 0.1 and 1.12 for θ = 0.5, or about 53 h and 17 h.

With D_Al = 1.0×10⁻¹¹ cm²/s and B = 50 GPa, stress relaxes over L_c in 0.24 h, which is 0.6% of t_inc. This is the decay time in a fixed zone. The actual zone first appears after about 14 h and then keeps taking in unstressed metal. Solving the stress equation on the growing zone delays the end of incubation by 0.6 h, or 1.6%, and by about 6% if D_Al is 0.3 times as large. A3 is thus adequate for these inputs. The delay enters the reduced problem only through κ/D, so it too scales as 1/j².

**Remark 2: precipitates.** An alloy of this composition can hold part of its copper in precipitates at 523 K, contrary to A1. Suppose they keep the mobile concentration at its solubility until they dissolve. The solubility divided by the total copper is a pure number, so the reduced problem still contains no j. If the solubility exceeds θc₀, the inverse square therefore survives. If it is lower, the mobile copper is below the threshold from the start and the model gives no incubation. For a rough ratio of 0.4, with θ still referred to the total copper, the simulated time at 1 MA/cm² rises from 37 to 51 h, a factor of 1.39. The exponent between 0.5 and 1 MA/cm² remains −2.00. The time depends on the ratio, which is uncertain: about 42 h for 0.6 and 64 h for 0.25. The argument also needs dissolution, and the supply of copper to the grain boundaries, to be fast compared with t_inc. A finite rate adds a time that does not scale with j, and the inverse square is then no longer exact.

**Remark 3: finite lines.** A line of fixed length L adds a length that does not scale as 1/j. If its far end is also closed and no copper precipitates there, the final flux is zero everywhere and u ∝ exp(ξ). With Λ = vL/D, conservation of copper requires the integral of u from 0 to Λ to equal Λ. Hence

u(L_c, t→∞) = Λ exp(P)/[exp(Λ) − 1].

The zone cannot stay cleared if this exceeds θ. For the present P and θ the limit is L = 2.86 L_c, so in a line only somewhat longer than L_c no lasting cleared zone of length L_c forms within this model. At this limit the far end holds about 5c₀, far above the solubility assumed in Remark 2, so in the real alloy copper would precipitate there and these numbers describe the idealised model only. For L = 200 μm the limiting current is 0.445 MA/cm². In simulations at 0.9 times this current the zone did not clear within 4×10⁶ s; at 1.1 times it did. Close to the limit the inverse square fails: the times at 0.5 and 1 MA/cm² are 170 h and 37 h, a mean exponent of −2.22.

**Remark 4: Joule heating.** Let the temperature rise be ΔT ∝ j², and take ρ ∝ T and D ∝ exp(−E_a/kT). Then v ∝ Dj, so t_inc = τ*D/v² ∝ τ*(P)/(Dj²). With d ln P/d ln T = −1, d ln D/d ln T = E_a/kT and d ln T/d ln j = 2ΔT/T, the apparent exponent n = −d ln t_inc/d ln j is

n = 2 + (2ΔT/T)[E_a/kT + d ln τ*/d ln P].

Consider 0.5 μm of metal on 1.0 μm of oxide with conductivity 1.1 W/(m K), heat flowing straight down through the oxide. At 1 MA/cm² this gives ΔT = 2.3 K, and with E_a = 0.80 eV, n = 2.16. At 2 MA/cm² the rise is already 9.1 K with ρ held at its 523 K value, or 9.3 K if ρ follows the temperature. An exponent above 2 can thus come from heating alone.

**Remark 5: total lifetime.** The theorem concerns incubation, not failure. If void growth takes t_g ∝ 1/j, differentiating the sum gives

n = (2t_inc + t_g)/(t_inc + t_g).

If aluminium could drift without back stress, it would open a 1 μm void in 12.5 h at 1 MA/cm², and the exponent of the total time at fixed temperature would be 1.75.

The blocked zone of this model does not allow such free growth. If the line starts unstressed, the mean stress in the zone stays zero, so the cathode tension at the end of incubation is S/2. A void releases this tension. With the far end still blocked, the stress then falls by S/2 throughout the zone, which opens a void of only SL_c/(2B) ≈ 0.09 μm. The far end of the zone is then under a compression equal to S. If it stays elastic, further growth must wait for more copper to leave, and the formula with t_g ∝ 1/j does not apply. In a real line hillocks or extrusions can relieve this compression and let aluminium keep drifting, which the model does not describe.

**Remark 6: conditions of use.** At 373 K and 0.2 MA/cm², with S, θ and the charge numbers held fixed, the formulas give L_c ≈ 218 μm and t_inc ≈ 160 years. This is not a lifetime prediction. Cooling by 150 K adds a mismatch tension of roughly 100 GPa × 20 ppm/K × 150 K = 300 MPa if none of it relaxes. In an initially unstressed zone the wind raises the cathode tension only to S/2 = 150 MPa by the end of incubation. If void formation at the cathode sets S, even half of the mismatch tension could use up the whole margin, and the long incubation would disappear. The current scaling holds at one temperature; carrying it to another also requires the stress state and the amount of dissolved copper there. The solubility of copper falls on cooling. At 373 K its equilibrium value is expected to lie far below θc₀, here 0.1 wt%, and the threshold in A2 then cannot define an incubation time. The 160 years therefore only illustrate the formulas.

The main values used here appear in the numerical output below.

Values computed for the example and the checks

```
T = 523 K, kT = 0.0451 eV
resistivity = 5.0 uohm cm
Z_Cu = 5, Z_Al = 2, theta = 0.2
S = 300 MPa, Omega = 0.0166 nm3
S*Omega = 0.0311 eV
D_Cu = 1.0e-10 cm2/s, E_a = 0.80 eV
hop bias F*a/kT at 1 MA/cm2 = 1.59e-05
force on Cu at 1 MA/cm2 = 2.50 meV/um
critical product j*L = 3108 A/cm
L_c at 1 MA/cm2 = 31.08 um
drift velocity = 1.997 um/h
diffusion length D/v = 18.03 um
P = 1.724
tau_star = 4.057, F = 2.353
pure-drift time L_c/v = 15.57 h
j = 0.5 MA/cm2: L_c = 62.17 um, t_inc = 146.51 h, simulated 146.51 h
j = 1.0 MA/cm2: L_c = 31.08 um, t_inc = 36.63 h, simulated 36.62 h
j = 2.0 MA/cm2: L_c = 15.54 um, t_inc = 9.16 h, simulated 9.16 h
simulated log-log slope = -2.0001
F for theta = 0.1: 3.378
F for theta = 0.5: 1.118
F at P = 10000: 1.01197, estimate 1.01190
precipitates, solubility/total = 0.4:
  t_inc at 0.5, 1 MA/cm2 = 203.8, 51.0 h
  factor = 1.39, slope = -2.000
closed line, length = 200 um:
  smallest length/L_c that clears = 2.864
  smallest clearing current = 0.445 MA/cm2
  t_inc at 0.5, 1 MA/cm2 = 170.2, 36.6 h, slope = -2.217
D_Al = 1.0e-11 cm2/s, modulus B = 50 GPa
stress relaxation time = 0.237 h, over t_inc = 0.00646
metal 0.5 um, oxide 1.0 um, oxide conductivity 1.1 W/(m K)
Joule heating at 1 MA/cm2 = 2.27 K, exponent n = 2.158
Joule heating at 2 MA/cm2 = 9.09 K
growth of 1.0 um void = 12.52 h, exponent of total time n = 1.745
use at 373 K, 0.2 MA/cm2:
  resistivity = 3.57 uohm cm, P = 2.418
  L_c = 217.9 um, t_inc = 162 years
  mismatch stress on cooling, 100 GPa * 20 ppm/K = 300 MPa
```
